# Thermal mismatch stress in a thin film on a thick substrate, part 2

A film bonded to a substrate is free of stress at temperature $T_0$. The temperature then changes to $T$, and the film stress $\sigma_f$ is sought. Tension and extension are positive. The film has thickness $h_f$, Young's modulus $E$, Poisson ratio $\nu$ and biaxial modulus $M_f=E/(1-\nu)$; the substrate has thickness $h_s$ and biaxial modulus $M_s$. The unstressed expansion coefficients are $\alpha_f$ and $\alpha_s$. The axes $x$, $y$ lie in the film plane and $z$ along its normal; $\varepsilon$ is the equal in-plane elastic strain of the film.

On a thick substrate, away from the edges, the formula of the first half holds:

$$\boxed{\;\sigma_f(T)=M_f(T)\int_{T_0}^{T}\left[\alpha_s(T')-\alpha_f(T')\right]dT'\;}$$

The integral is the mismatch strain $\varepsilon_m$; the exact elastic strain from the free lengths is $e^{\varepsilon_m}-1$. Putting the modulus inside the integral is wrong for an elastic film: it leaves a false stress after a closed cycle of strain and temperature.

The example is a rhodium film cooled from 500 K to 300 K on a (100) silicon wafer: $M_f=513.5$ GPa, $\varepsilon_m=1.140\times10^{-3}$, $\sigma_f=0.585$ GPa, $h_f=20$ nm, $h_s=500\ \mu$m, $M_s=180$ GPa. The coefficients are linear in temperature, and the modulus law is $M_f(T)=M_{300}(1-k\theta)$ with $\theta=T-300\ \mathrm K$ and $k=2.0\times10^{-4}\ \mathrm{K^{-1}}$.

A substrate of finite thickness contracts and bends under the force per unit width $N=\sigma_f h_f$. Its in-plane strain, measured from its free size at $T$, is $e(z)=e_0+\kappa z$, with $z$ counted from its mid-plane and the film at $z=h_s/2$. The film's elastic strain is $\varepsilon_m+e$. The balance of moments gives

$$M_s\kappa\,\frac{h_s^3}{12}+N\,\frac{h_s}{2}=0,\qquad \kappa=-\frac{6N}{M_s h_s^2}.$$

With $r=M_f h_f/(M_s h_s)$, the film stress to first order in $r$ is

$$\sigma_f\approx M_f\varepsilon_m\left(1-\frac{4M_f h_f}{M_s h_s}\right).$$

**Limit.** As $h_f/h_s\to0$ at fixed moduli, the correction vanishes and the formula of the first half returns. This is the meaning of "thick substrate": $4M_f h_f\ll M_s h_s$. A stiff film needs a thicker substrate than a soft one.

For the example the relative loss of stress is

$$\frac{4\times513.5\times4.0\times10^{-5}}{180}=4.6\times10^{-4},$$

or 0.046 %. To see where the first-order formula fails, both layers can be given their full thickness. The linear profile $e(z)$ then runs through both, and $e_0$ and $\kappa$ minimize the elastic energy per unit area

$$U=\int_{\text{substrate}}M_s e^2\,dz+\int_{\text{film}}M_f(e+\varepsilon_m)^2\,dz.$$

The energy density is $M\varepsilon^2$ because each of the two directions contributes $\sigma\varepsilon/2$. Setting $\partial U/\partial e_0=0$ and $\partial U/\partial\kappa=0$ gives zero total force and zero total moment. With the moduli of the example, the mean film stress divided by $M_f\varepsilon_m$ is 0.989 at $h_f/h_s=0.001$, 0.896 at 0.01 and 0.431 at 0.1. The first-order formula gives 0.989, 0.886 and a meaningless negative value. Most of this failure comes from the expansion in $r$: the unexpanded form $1/(1+4r)$ gives 0.898 and 0.467. All these ratios assume small spherical bending, with a deflection well below $h_s$. For a wafer 100 mm across and 500 $\mu$m thick this holds in the example and at 0.001. At 0.01 the deflection is comparable with $h_s$ and the curvature is about 10 % lower. At 0.1 the wafer bends towards a cylinder and the film keeps more of its stress than 0.431. With these moduli the thick-substrate formula is thus about 1 % too high at a thickness ratio of one in a thousand, and it is useless at one in ten.

The curvature is small but useful. Its radius in the example is

$$R=\frac{1}{|\kappa|}=\frac{M_s h_s^2}{6\sigma_f h_f}=641\ \mathrm m.$$

Read backwards, $|\sigma_f|h_f=M_s h_s^2/(6R)$. The curvature of a wafer that was flat without stress gives the film stress without knowledge of the film's modulus, provided that the film is thin and the wafer bends uniformly.

### What happens at the edge

At a free edge no force acts on the end face of the film, yet in the interior the film carries $\sigma_f h_f$ per unit width. Consider the piece of film between the edge and a section in the interior. The interface must supply the balancing force through its shear stress $\tau$:

$$\int\tau\,dx=\sigma_f h_f.$$

For the example this is $585\ \mathrm{MPa}\times20\ \mathrm{nm}=11.7$ N/m. The shear is concentrated in a zone near the edge and fades gradually towards the interior; the stress missing at a distance $x$ from the edge is the shear still to be transmitted beyond $x$. On an elastic substrate this deficit falls only as $h_f/x$, more slowly than the shear itself, and for the moduli of the example it is still about 2 % at a hundred film thicknesses. Within this zone the stress is not given by $M_f\varepsilon_m$. If the interface can carry at most a shear stress $\tau_{\max}$, the zone is at least $\sigma_f h_f/\tau_{\max}$ wide. The formula is therefore unsuitable for a strip whose width is comparable with its edge zones.

### Crystal texture

Rhodium is a cubic crystal, and its stiffness depends on direction. If all grains share the same crystal direction along the film normal, the isotropic modulus has to be replaced. For the calculation the cubic stiffnesses are set to $C_{11}=413$, $C_{12}=194$ and $C_{44}=184$ GPa. These are rough inputs, and their third figure carries no weight.

**A (100) film.** The axes $x$, $y$, $z$ are cube axes, and normal strains cause no shear stress. The free face requires

$$\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0,\qquad \varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon.$$

The in-plane stress is $\sigma_{xx}=C_{11}\varepsilon+C_{12}\varepsilon+C_{12}\varepsilon_{zz}$, hence

$$M_{100}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=424.7\ \mathrm{GPa}.$$

**A (111) film.** The normal is $\mathbf n=(1,1,1)/\sqrt3$ in cube axes. The threefold symmetry about $\mathbf n$ excludes a shear that would single out one in-plane direction. Let the strain be $\varepsilon$ in the plane and $\varepsilon+d$ along $\mathbf n$. The strain tensor is then $\varepsilon\delta_{ij}+d\,n_in_j$. Since every product $n_in_j$ equals $1/3$, its diagonal elements are $\varepsilon+d/3$ and its off-diagonal elements $d/3$.

With $K=C_{11}+2C_{12}$, Hooke's law gives equal diagonal stresses $p$ and equal off-diagonal stresses $q$:

$$p=K\left(\varepsilon+\frac d3\right),\qquad q=2C_{44}\,\frac d3.$$

A matrix of this form multiplies $\mathbf n$ by $p+2q$ and any vector perpendicular to $\mathbf n$ by $p-q$. The first factor is the normal stress and must vanish, so $p=-2q$. The second is the in-plane stress, $\sigma=p-q=-3q=-2C_{44}d$. The condition $p+2q=0$ written out is

$$K\varepsilon+\frac{K+4C_{44}}{3}\,d=0,\qquad d=-\frac{3K\varepsilon}{K+4C_{44}}.$$

Therefore

$$M_{111}=\frac{6C_{44}K}{K+4C_{44}}=575.3\ \mathrm{GPa}.$$

**Limit.** An isotropic solid has $C_{12}=\lambda$, $C_{44}=\mu$ and $C_{11}=\lambda+2\mu$, so $K=3\lambda+2\mu$. Both expressions then reduce to $2\mu(3\lambda+2\mu)/(\lambda+2\mu)$. With $E=\mu(3\lambda+2\mu)/(\lambda+\mu)$ and $1-\nu=(\lambda+2\mu)/[2(\lambda+\mu)]$, this is $E/(1-\nu)$.

At the same mismatch strain the stress is 0.484 GPa for the (100) film and 0.656 GPa for the (111) film. Relative to the isotropic 0.585 GPa these are 17 % lower and 12 % higher. For this film, texture matters far more than the finite thickness of the wafer.

### Stress from growth and stress that the film cannot hold

The formula assumes a film without stress at $T_0$. If deposition leaves an elastic strain $\varepsilon_g$ in the film, the elastic strains add, and

$$\sigma_f=M_f(\varepsilon_g+\varepsilon_m).$$

A growth strain of $10^{-3}$ alone contributes 0.51 GPa, nearly as much as the cooling. While the film stays elastic, the thermal formula then still gives the change of stress between two temperatures, apart from a term equal to $\varepsilon_g$ times the change of $M_f$. Between 500 K and 300 K, with the modulus law of the first half, this term is 0.02 GPa for $\varepsilon_g=10^{-3}$.

The film stays elastic only if dislocations do not relax it. An estimate follows from a dislocation that crosses a (111) film from top to bottom and glides sideways, leaving a line at the interface. Let its glide plane have the unit normal $\mathbf m$, at an angle $\phi$ to $\mathbf n$, and let its slip vector have length $b$ and direction $\mathbf s$, at an angle $\lambda_s$ to $\mathbf n$. The in-plane stress tensor is $\sigma_f(\delta_{ij}-n_in_j)$. Since $\mathbf m\cdot\mathbf s=0$, the shear stress resolved on the slip system has the size $\sigma_f\cos\phi\cos\lambda_s$. The glide plane crosses the film over a width $h_f/\sin\phi$, so per unit advance the stress does the work

$$\sigma_f\cos\phi\cos\lambda_s\;b\,\frac{h_f}{\sin\phi}.$$

For the energy of the line left behind I use that of a screw dislocation. Around it, a circle of radius $r$ is displaced by $b$ over its circumference, so the shear strain is $b/(2\pi r)$. With shear modulus $\mu$, and radii counted from $b$ to $h_f$, the energy per unit length is

$$\int_b^{h_f}\frac{\mu}{2}\left(\frac{b}{2\pi r}\right)^2 2\pi r\,dr=\frac{\mu b^2}{4\pi}\ln\frac{h_f}{b}.$$

Equating work and energy gives the stress at which the dislocation can advance:

$$\sigma_c=g\,\frac{\mu b}{4\pi h_f}\ln\frac{h_f}{b},\qquad g=\frac{\sin\phi}{\cos\phi\cos\lambda_s}.$$

For the most favourable slip system of the (111) film, $\cos\phi=1/3$ and $\cos\lambda_s=\sqrt{2/3}$, so $g=3.46$. A lattice parameter of 0.380 nm gives $b=0.269$ nm and $\ln(h_f/b)=4.31$. The strain field of the line lies partly in the film and partly in the wafer. The film's shear modulus, 151 GPa, gives $\sigma_c=2.4$ GPa; the wafer's, 65 GPa, gives 1.0 GPa. Both lie above the 0.656 GPa of the (111) film, which makes elastic behaviour plausible under the thermal stress alone. A line lying at the interface feels both layers. For a screw the effective modulus near the core is $2\mu_f\mu_s/(\mu_f+\mu_s)=91$ GPa, with $\mu_f$ and $\mu_s$ the shear moduli of film and wafer, which gives about 1.5 GPa. The line in this slip system makes 60° with its slip vector, which raises the energy by a further factor $(1-\nu/4)/(1-\nu)=1.26$. The wafer's value is therefore a conservative floor rather than an estimate. A tensile growth strain of $10^{-3}$ would raise the stress of this film to 1.23 GPa, above that floor and not far below the interface value. The line is not a pure screw, the inner radius is a choice, and other obstacles and sources are left out, so these values indicate a scale.

At these thicknesses the estimate falls as the film becomes thicker, while the thermal stress hardly changes. At 40 nm the logarithm is $4.31+\ln2=5.00$, and the lower value becomes $1.04\times5.00/(2\times4.31)=0.60$ GPa. This floor is below 0.656 GPa, but the interface modulus of 91 GPa gives 0.84 GPa, still above it. With the interface modulus the estimate meets the thermal stress of the (111) film at roughly 55 to 80 nm, depending on how the line energy is taken. The margin thus shrinks quickly with thickness, and a film several times thicker could no longer be assumed elastic.

### Beside a real film

The inputs are rough typical values for rhodium and silicon. The 585 MPa is the thermal part of the stress in an ideal film. In a deposited film the assumption of zero stress at $T_0$ can fail badly: growth stresses can be of the same order as the thermal stress and of either sign. A growth strain of $10^{-3}$ would nearly double the result or nearly cancel it. A (100) or (111) texture moves it by 10 to 20 % and intermediate textures move the mean in-plane stress by less, while the compliance of the wafer moves it by less than 0.1 %. A comparison with a measured stress therefore needs the growth stress and the texture before it needs the correction for the wafer's compliance. The wafer's expansion coefficient is a different matter, since it enters the mismatch strain directly. A stress read from the curvature also depends on $M_s$ and $h_s$. The full set of values is in the numerical output.

## Computed results

```
INPUTS (rough typical values)
stress-free and final temperature: 500, 300 K
film E: 380 GPa; film nu: 0.26
film alpha at 300 K: 8.2e-6 /K; slope 6.0e-9 /K^2
substrate alpha at 300 K: 2.6e-6 /K; slope 5.0e-9 /K^2
film thickness: 20 nm; wafer thickness: 500 um
wafer biaxial modulus: 180 GPa; shear modulus: 65 GPa
film C11, C12, C44: 413, 194, 184 GPa
fractional modulus loss: 2.0e-04 /K
film lattice parameter: 0.380 nm
MAIN RESULT
free strain of film: -1.760e-3
free strain of substrate: -0.620e-3
mismatch strain: 1.140e-3
film biaxial modulus at 300 K: 513.5 GPa
film stress at 300 K: 0.5854 GPa = 585 MPa
film stress at 400 K: 0.2894 GPa
film stress at 500 K: 0.0000 GPa
film stress at 600 K: -0.2824 GPa
SIZE OF CORRECTIONS
exact elastic strain from lengths: 1.14065e-3
relative finite-strain change: 0.057 %
stress with alphas fixed at 300 K: 0.5751 GPa
stress with E in place of M: 0.4332 GPa
stress with modulus inside integral: 0.5736 GPa
relative error of that form: -2.01 %
false stress after closed test cycle: -32.27 MPa
test cycle: strain amplitude 1e-03, 300 to 500 K
thickness ratio film/wafer: 4.0e-05
stress loss, first-order formula: 0.0456 %
stress loss, two-layer plate: 0.0456 %
wafer radius of curvature: 641 m
plate stress / thin-film stress at ratio 0.001: 0.9887
plate stress / thin-film stress at ratio 0.01: 0.8962
plate stress / thin-film stress at ratio 0.1: 0.4314
(100) film: modulus 424.7 GPa, stress 0.4842 GPa
(111) film: modulus 575.3 GPa, stress 0.6559 GPa
stress added by growth strain 1e-3: 0.5135 GPa
film shear modulus: 150.8 GPa; Burgers length: 0.2687 nm
slip geometry factor, (111) film: 3.464; ln(h/b): 4.310
dislocation limit, film shear modulus: 2.41 GPa
dislocation limit, wafer shear modulus: 1.04 GPa
```
